# Imaginary Harmonic Phonons Do Not Exclude a Finite-Temperature Phase

Suppose a phonon calculation for an undistorted crystal gives an imaginary frequency, and the phase is struck off the list of candidates. The calculation has shown that the potential energy curves downward at the undistorted positions. A phase at temperature $T$ is decided by the free energy, which can have a minimum where the potential energy has none. Striking the phase off can therefore remove the stable one from a phase diagram.

## A crystal with an imaginary mode and a real frequency

Take a simple cubic lattice of $N$ sites at fixed volume, with one displacement $u_i$ and mass $m$ per site. Each site has the double well

$$V(u)=-\frac a2u^2+\frac b4u^4,\qquad a,b>0,$$

and each nearest-neighbour bond, counted once, has energy $J(u_i-u_j)^2/2$ with $J>0$. A plane wave changes by a phase $e^{iq_\alpha}$ between neighbours along axis $\alpha$, and $|1-e^{iq_\alpha}|^2=2(1-\cos q_\alpha)$. The bonds therefore give the wave a stiffness $J\lambda_q$, with $\lambda_q=2\sum_\alpha(1-\cos q_\alpha)$. Since $V''(0)=-a$, the harmonic stiffness is

$$K_q^{\rm harm}=-a+J\lambda_q,\qquad \omega_q^2=K_q/m .$$

It is lowest at $\Gamma$ ($q=0$), where it equals $-a$.

The round model parameters are $a=0.4$ eV/Å$^2$, $b=40$ eV/Å$^4$, $J=2$ eV/Å$^2$ and $m=50$ u. They describe no particular material. The well minima lie at $\pm u_0=\pm\sqrt{a/b}=\pm0.1$ Å, and the depth is $a^2/(4b)=0.16/160$ eV $=1$ meV. The harmonic frequency at $\Gamma$ is $1.40\,i$ THz. (The numerical output gives the stiffness as $-0.3999$ eV/Å$^2$ because it comes from finite displacements, which pick up a little of the quartic term.)

Self-consistent phonon theory (SCP) replaces the crystal by the best harmonic one. Let the trial crystal have uniform mean displacement $X$ and free stiffnesses $K_q>0$. The Gibbs-Bogoliubov inequality says that the true free energy is at most $F_0+\langle H-H_0\rangle_0$, where $H_0$ is the trial Hamiltonian and $F_0$ its free energy. For one mode define

$$f(K)=kT\ln\!\left(2\sinh\frac{\hbar\omega}{2kT}\right),\qquad s(K)=\frac{\hbar}{2m\omega}\coth\frac{\hbar\omega}{2kT},$$

its free energy and its mean square amplitude. The kinetic energies in $H-H_0$ cancel. The displacement at a site is $X$ plus a Gaussian variable of variance $\sigma=N^{-1}\sum_q s(K_q)$, whose fourth moment is $3\sigma^2$. The bound per site is thus

$$F=\frac1N\sum_q\left[f(K_q)-\tfrac12K_qs_q+\tfrac12J\lambda_qs_q\right]+\langle V\rangle,$$

$$\langle V\rangle=-\frac a2(X^2+\sigma)+\frac b4(X^4+6X^2\sigma+3\sigma^2).$$

To minimize over $K_q$, note that $df/d\omega=(\hbar/2)\coth(\hbar\omega/2kT)$ and $d\omega/dK=1/(2m\omega)$, so $df/dK=s/2$. This cancels the term $-s/2$ from differentiating the explicit $K_q$. What remains is

$$\frac12\frac{ds_q}{dK_q}\left[-K_q+J\lambda_q-a+3bX^2+3b\sigma\right]=0 .$$

Both $1/\omega$ and $\coth(\hbar\omega/2kT)$ are positive and fall as $\omega$ rises, so $ds/dK<0$ and the bracket must vanish:

$$K_q=\kappa+J\lambda_q,\qquad \kappa=-a+3bX^2+3b\sigma. \tag{1}$$

At $X=0$ the negative $-a$ competes with $3b\sigma$: a fluctuating atom samples the steep quartic walls as well as the hump. The frequency at $\Gamma$ is real once $\sigma$ exceeds $a/(3b)=0.4/120=0.00333$ Å$^2$.

For the infinite lattice at 400 K the solution is $\kappa=0.107$ eV/Å$^2$. Equation (1) then gives $\sigma=(0.107+0.4)/120=0.00423$ Å$^2$, above the threshold. The frequency at $\Gamma$ is real, 0.72 THz. It is 0.26 THz at 300 K and 1.21 THz at 600 K. The potential energy, and with it the imaginary harmonic frequency, is the same at all three temperatures.

SCP is an approximation, so the full quartic Hamiltonian was also sampled by classical Monte Carlo on $8^3=512$ sites. At 450 K the crystals started distorted, with every $u_i=u_0$. Their mean displacement $M$ afterwards averaged to zero within $10^{-3}$ Å. Alone this could also come from flips between two distorted states, so the size of $M^2$ matters too. A uniform stiffness $\kappa$ per site gives $\langle M^2\rangle=kT/(N\kappa)$. The sampled stiffness was $0.140\pm0.002$ eV/Å$^2$, which corresponds to a root-mean-square $M$ of

$$\sqrt{0.0388/(512\times0.140)}\ \text{Å}\approx0.023\ \text{Å}.$$

Fluctuations about an undistorted state would give 0.022 Å in classical SCP on this mesh, so no distortion is needed to explain the sampled value.

At 150 K crystals started undistorted moved the other way and acquired a mean $|M|$ of 0.077 Å. Classical SCP on the same mesh predicts 0.076 Å there. At 450 K it gives a stiffness of 0.162 eV/Å$^2$, about 16% above the sampled value: it finds the same phase but overstates its stiffness. Both stiffnesses belong to the $8^3$ cell, the only size sampled here, and are not infinite-lattice values; the size dependence of SCP is shown below.

## The general statement

For this model in SCP, on the infinite lattice at $T>0$:

1. An undistorted solution with $\kappa>0$ exists if and only if $3b\,\sigma(0,T)>a$, where $\sigma(\kappa,T)$ is the variance with $K_q=\kappa+J\lambda_q$. It is then unique.
2. Its $\kappa$ is the curvature, at $X=0$, of the free energy per site minimized over the stiffnesses.
3. If $3b\,\sigma(0,0)<a$, the condition holds above one temperature $T_s>0$ and fails below it.

**Proof of 1.** At $X=0$ equation (1) reads $g(\kappa)=0$ with

$$g(\kappa)=\kappa+a-3b\,\sigma(\kappa,T).$$

Because $s$ falls with $K$, $\sigma$ falls with $\kappa$, and $g$ rises strictly, without limit. Near $\Gamma$, $\lambda_q\approx q^2$ and $s\approx kT/(\kappa+Jq^2)$. At $\kappa=0$ the integrand $1/q^2$ is compensated by the volume element $q^2dq$, so $\sigma(0,T)$ is finite. A positive root therefore exists exactly when $g(0)=a-3b\,\sigma(0,T)<0$, and there is only one.

This root is a minimum over the stiffnesses. Use the amplitudes $s_q$ as variables. Since $df/dK=s/2$,

$$\frac{d}{ds}\left(f-\tfrac12Ks\right)=\frac s2\frac{dK}{ds}-\frac K2-\frac s2\frac{dK}{ds}=-\frac K2 .$$

The second derivative is $-\tfrac12dK/ds>0$. The remaining terms of $F$ are linear in the $s_q$, apart from the convex $3b\sigma^2/4$. So $F$ is strictly convex in the amplitudes, and its stationary point is the minimum.

**Proof of 2.** Let $\bar F(X)$ be $F$ minimized at fixed $X$. The stiffnesses are stationary, so their change with $X$ does not contribute to the first derivative:

$$\frac{d\bar F}{dX}=-aX+bX^3+3bX\sigma=X(\kappa_X-2bX^2), \tag{2}$$

where $\kappa_X=-a+3bX^2+3b\sigma$ from (1) was used. Dividing by $X$ and letting $X\to0$ gives $\bar F''(0)=\kappa$. In a test on a $4^3$ lattice at 300 K, direct minimization gave a curvature of 0.1881 eV/Å$^2$, against 0.1882 from the gap equation.

**Proof of 3.** At fixed $K$, $s$ rises with $T$, because $\coth(\hbar\omega/2kT)$ does. Since $x\coth x>1$ for $x>0$, also $s>kT/K$, so $\sigma(0,T)$ grows without limit. It crosses $a/(3b)$ once. $\square$

The second part relies on inversion symmetry. If the amplitudes could respond linearly to $X$, minimizing over them would lower the curvature below $\langle V''\rangle$, and a real SCP frequency would no longer establish even local stability.

## What sets the temperature

Classically $s=kT/K$, so $\sigma(0,T)=kTW/J$, where $W=0.2527$ is the Brillouin-zone average of $1/\lambda_q$. Setting $3b\sigma=a$ gives

$$kT_s=\frac{aJ}{3bW}=\frac{0.4\times2}{3\times40\times0.2527}\ \text{eV}=0.0264\ \text{eV},$$

or 306 K. This is about 26 times the well depth, so comparing $kT$ with the depth would badly misjudge the threshold. The ratio is $4J/(3aW)$: stiff bonds hold neighbours together and restrict the fluctuations that renormalize the mode. Quantum motion makes $s$ larger than $kT/K$, so the threshold is reached earlier, at $T_s=280$ K.

At $T=0$, $s=\hbar/(2\sqrt{mK})$. With $R$ the zone average of $(J\lambda_q)^{-1/2}$, $\sigma(0,0)=\hbar R/(2\sqrt m)$. This exceeds $a/(3b)$ when

$$m<m_c=\hbar^2\left(\frac{3bR}{2a}\right)^2 .$$

Here $m_c=9.8$ u. A lighter atom in the same potential would have real SCP frequencies at every temperature. The chosen 50 u is heavier, so a threshold exists.

## Two ways a real frequency can mislead

The first is size. For an isolated well, $J=0$ and classically $\sigma=kT/\kappa$. Equation (1) becomes $\kappa^2+a\kappa-3bkT=0$, whose positive root is

$$\kappa=\frac{-a+\sqrt{a^2+12bkT}}2>0\quad\text{for every }T>0 .$$

At 1 K it is 0.024 eV/Å$^2$. There is no threshold, and this real frequency carries no information about a phase of the coupled crystal.

A finite mesh containing $\Gamma$ behaves similarly. As $\kappa\to0$ the $\Gamma$ mode contributes $kT/(N\kappa)$ to $\sigma$, which diverges, so $g$ starts from $-\infty$ and a root exists at any $T>0$. Below $T_s$ and for large $N$, the other modes supply nearly $\sigma(0,T)$, and $\Gamma$ must supply the rest:

$$\frac{kT}{N\kappa}\approx\frac{a}{3b}-\sigma(0,T)\quad\Longrightarrow\quad
\kappa\approx\frac{kT}{N\,[a/(3b)-\sigma(0,T)]} .$$

At 200 K the $\Gamma$ frequency is 0.36 THz for $L=8$ sites per edge, 0.15 THz for $L=16$ and 0.02 THz for $L=64$. It is a size effect that vanishes with growing $N$. At 400 K the values 0.81, 0.73 and 0.72 THz converge to a nonzero limit.

The second is competition. By (2), a distorted solution has $\kappa=2bX^2$. Inserting $3bX^2=3\kappa/2$ in (1) gives $\kappa=2a-6b\sigma$. To see whether this branch matters near $T_s$, find how $\sigma$ falls from its value at $\kappa=0$. For small $\kappa$ the long waves dominate:

$$\sigma(0)-\sigma(\kappa)\approx kT\int\!\frac{d^3q}{(2\pi)^3}\,\frac{\kappa}{Jq^2(\kappa+Jq^2)}
=\frac{kT\,\kappa}{2\pi^2J}\int_0^\infty\!\frac{dq}{\kappa+Jq^2}=C\sqrt\kappa,$$

with $C=kT/(4\pi J^{3/2})$. At $T_s$, where $3b\sigma(0)=a$, equation (1) becomes $\kappa_X\approx3bX^2-3bC\sqrt{\kappa_X}$. For small $X$ the left side is negligible, so $\sqrt{\kappa_X}\approx X^2/C$ and $\kappa_X\approx X^4/C^2$. This is smaller than $2bX^2$, and (2) gives $d\bar F/dX<0$. At $T_s$ the free energy already falls away from $X=0$. By continuity, just above $T_s$ the undistorted state is a local minimum with a lower distorted state beside it.

Integrating (2) between the two states shows that their free energies become equal at $T_1=283$ K, where the distorted state has $X=0.012$ Å. Between 280 and 283 K the undistorted phase has real frequencies and is only metastable in SCP, though by very little: near 281.5 K the distorted state is lower by about $10^{-7}$ eV per site. The distorted branch ends at 283.2 K, so the undistorted solutions quoted at 300, 400 and 600 K have no uniformly distorted competitor. This jump should not be read as a property of the full Hamiltonian. SCP and the Monte Carlo runs at 150 and 450 K do not probe the true transition, and a lattice of coupled double wells with one symmetric displacement per site is expected to order continuously; a weak jump is a known artifact of the Gaussian trial state. Since SCP overstated the stiffness at 450 K, the true ordering temperature is likely somewhat above the SCP one, so $T_s$, $T_1$ and the small frequency at 300 K are the least reliable of the numbers above.

An imaginary harmonic frequency is thus a reason to compute the free energy at the temperature of interest. A real renormalized frequency must in turn survive a larger cell and a comparison with the distorted phase. In a real crystal, thermal expansion, strain and coupling to other modes, all absent here, can shift the outcome.

## Calculated quantities

```
a = 0.4 eV/A^2, b = 40.0 eV/A^4, J = 2.0 eV/A^2, m = 50.0 u
well minimum u0 = 0.100 A
well depth = 1.000 meV
harmonic Gamma stiffness = -0.3999 eV/A^2
harmonic Gamma frequency = 1.398 i THz
lattice constant W = <1/lam> = 0.252731
threshold <u^2> = a/(3b) = 0.003333 A^2
classical T_s = 306.11 K
quantum T_s = 280.35 K
k_B T_s (quantum) = 24.16 meV
equal SCP free energies T_1 = 282.98 K
distorted SCP branch ends at T_max = 283.24 K
distorted centroid at T_1 = 0.0121 A
infinite lattice 300 K: kappa = 0.01337 eV/A^2, Gamma frequency = 0.256 THz
infinite lattice 400 K: kappa = 0.10738 eV/A^2, Gamma frequency = 0.724 THz
infinite lattice 600 K: kappa = 0.30055 eV/A^2, Gamma frequency = 1.212 THz
200 K, L = 8: kappa = 2.693e-02 eV/A^2, Gamma frequency = 0.3628 THz
200 K, L = 16: kappa = 4.502e-03 eV/A^2, Gamma frequency = 0.1483 THz
200 K, L = 64: kappa = 8.184e-05 eV/A^2, Gamma frequency = 0.0200 THz
400 K, L = 8: kappa = 1.355e-01 eV/A^2, Gamma frequency = 0.8138 THz
400 K, L = 16: kappa = 1.091e-01 eV/A^2, Gamma frequency = 0.7303 THz
400 K, L = 64: kappa = 1.074e-01 eV/A^2, Gamma frequency = 0.7245 THz
size law at 200 K, L = 64: kappa = 8.516e-05 eV/A^2
4x4x4, 300 K: kappa from gap equation = 0.18821 eV/A^2
4x4x4, 300 K: free-energy curvature = 0.18814 eV/A^2
isolated well, classical, 1 K: kappa = 0.02437 eV/A^2
isolated well, quantum, 10 K: frequency = 1.457 THz
isolated well, quantum, 300 K: frequency = 2.785 THz
isolated well, 300 K: SCP free energy = -28.911 meV
isolated well, 300 K: exact free energy = -30.693 meV
R = <(J lam)^(-1/2)> = 0.32198 A/eV^(1/2)
critical mass m_c = 9.750 u
Monte Carlo: 512 sites, 16 copies per temperature
MC 450 K, distorted start: mean displacement = 0.00003 A
MC 450 K: uniform stiffness = 0.1402 +/- 0.0015 eV/A^2
classical SCP 450 K, same mesh: kappa = 0.1620 eV/A^2
MC 450 K: <u^2> = 0.004765 A^2
classical SCP 450 K: <u^2> = 0.004683 A^2
MC 150 K, undistorted start: mean |M| = 0.07653 A
classical SCP 150 K: distorted centroid = 0.07645 A
```
